Jellium virial theorem and the kinetic part of the correlation energy, part 1

(Sections cited here and not found follow in the second part.)

PART 1. THE VIRIAL THEOREM AT AN IMPOSED DENSITY

The decision it settles

A Kohn-Sham calculation supplies the kinetic energy of non-interacting electrons and, separately, a correlation energy. If the kinetic energy of the interacting electrons is wanted, one must know the kinetic part hidden in the correlation energy, a positive amount although the correlation energy itself is negative, and add it to the non-interacting value. In the local density approximation the question is put to the uniform electron gas: of its correlation energy per electron, ec, which part is kinetic and which is potential? The same decision arises when total energies of the gas are known at several densities and its kinetic energy is needed. One can compute a separate expectation value, or differentiate the energy curve.

The curve is sufficient. If e, t and v are the total, kinetic and potential energies per electron, and rs measures the distance between electrons, then

2t + v = −rs de/drs.

This part proves that relation and solves it for t and v. Part 2 removes the free-electron contributions and obtains the two parts of ec.

The model

Jellium consists of N electrons of mass m and charge −e in a periodic cube of side L and volume Ω = L³, with a rigid uniform background of charge +eN/Ω per unit volume. The letter e denotes the charge when it appears as e² or as a charge, and the energy per electron elsewhere. Gaussian units are used.

The Fourier components of the electron number density are

ρ_q = Σᵢ exp(−i q·rᵢ),  q = 2πn/L,

where n is a vector of three integers. The total charge has component −eρ_q for q ≠ 0. Its q = 0 component vanishes, because the background neutralizes the electrons. The electrostatic energy of a periodic charge distribution is (1/2Ω) times the sum of 4π/q² times the squared modulus of each component. Hence it contains e²ρ_qρ_{−q} for q ≠ 0 and nothing for q = 0.

In the product ρ_qρ_{−q} each electron paired with itself contributes 1, so N must be subtracted to remove these self-terms. The Hamiltonian is then

H = T + V,

T = −(ħ²/2m) Σᵢ ∇ᵢ²,

V = (1/2Ω) Σ_{q≠0} (4πe²/q²)(ρ_qρ_{−q} − N).

V includes the electron-electron, electron-background and background-background energies. The subtraction also removes the interaction of an electron with its own periodic images and their background. That omitted energy is a pure number times e²/L per electron, since L is the only length on which it can depend. At fixed density it vanishes as N^(−1/3). If it is retained in a finite cell, it must be retained in both e and v; being proportional to 1/L, it then leaves the proof below unchanged.

The density parameter rs is defined by giving each electron a sphere of radius rs a0:

Ω/N = (4π/3)(rs a0)³,  a0 = ħ²/(me²).

Thus rs is dimensionless. In the numerical output the radius rs a0 is expressed in bohr, so its value equals rs. The hartree is e²/a0.

Separating the size of the cube from the state

Write every position as r = L x, so that x ranges over a cube of unit side whatever the density. The wave function is written as

Ψ(r₁,…,r_N) = L^(−3N/2) Φ(x₁,…,x_N).

The prefactor compensates for the volume element: each d³r equals L³d³x, so Φ is normalized in the unit cube when Ψ is normalized in the physical cube.

A derivative with respect to r is 1/L times a derivative with respect to x. The kinetic energy contains two such derivatives, hence

T = L⁻² T̃,

T̃ = −(ħ²/2m) Σᵢ ∇²_{xᵢ}.

For the potential energy put q = G/L with G = 2πn. Then q·r = G·x, so ρ_q depends on the scaled positions alone. The remaining factors give

1/(Ωq²) = L⁻³ · L²/G² = L⁻¹/G².

Therefore

V = L⁻¹ Ṽ,

Ṽ = ½ Σ_{G≠0} (4πe²/G²)(ρ_Gρ_{−G} − N),

where ρ_G = Σᵢ exp(−iG·xᵢ). Neither T̃ nor Ṽ contains L. The result is

H(L) = L⁻² T̃ + L⁻¹ Ṽ.

This step uses two properties of the model. The Coulomb interaction contains no length of its own, and the background expands with the cube while remaining uniform. If the background were left at its old density when the electron coordinates were stretched, the system would not be neutral and V would not scale in this way.

The derivative of an energy level

Follow a normalized eigenstate Φ and its energy E as L varies, with N and the numbers of up and down spins fixed. Away from a level crossing the state can be chosen to vary smoothly. Differentiating E = ⟨Φ|H|Φ⟩ gives

dE/dL = ⟨dΦ/dL|H|Φ⟩ + ⟨Φ|H|dΦ/dL⟩ + ⟨Φ|dH/dL|Φ⟩.

Because H|Φ⟩ = E|Φ⟩ and H is Hermitian, the first two terms are

E (⟨dΦ/dL|Φ⟩ + ⟨Φ|dΦ/dL⟩) = E d⟨Φ|Φ⟩/dL = 0.

Only the explicit dependence of H on L remains:

dH/dL = −2L⁻³ T̃ − L⁻² Ṽ.

Multiplication by L restores the physical operators:

L dE/dL = −2⟨T⟩ − ⟨V⟩.

From the definition of rs,

L = (4πN/3)^(1/3) a0 rs.

At fixed N this is a constant times rs, so L d/dL = rs d/drs. Division by N gives

rs de/drs = −2t − v,

which is the theorem stated at the beginning.

Why 2t + v need not vanish

For an isolated atom or molecule at equilibrium, twice the kinetic energy plus the potential energy is zero. Jellium has a density imposed from outside, and the right-hand side of its theorem measures the response to changing that density.

This can be put in terms of pressure. Define p = −dE/dΩ at fixed N, with the background expanding together with the electrons. Since Ω = L³, L d/dL = 3Ω d/dΩ, and therefore

3pΩ = −L dE/dL = N(2t + v).

Here p is the pressure of electrons and background together. It vanishes where e(rs) is stationary, and there v = −2t. At any other density, imposing v = −2t would give the wrong division of the energy.

Solving for the kinetic and potential energies

Since e = t + v, the left side of the theorem can be written 2t + v = t + e. Thus

t = −e − rs de/drs = −d(rs e)/drs.

The potential energy is the remainder:

v = e − t = 2e + rs de/drs.

The product rule gives d(rs² e)/drs = 2rs e + rs² de/drs, so that

v = (1/rs) d(rs² e)/drs.

One energy curve therefore determines both parts. Its value at one density does not, because the slope is also required.

A low-density limit shows what the formulas do. Suppose the electrons form a crystal and make small harmonic oscillations about their sites. The static Coulomb energy scales as 1/rs. The restoring constant scales as e²/(rs a0)³, so the oscillation frequency, and with it the zero-point energy, scales as rs^(−3/2). In this approximation

e = −a/rs + b/rs^(3/2),

with positive constants a and b. Then

rs e = −a + b rs^(−1/2),

t = −d(rs e)/drs = b/(2rs^(3/2)),

v = e − t = −a/rs + b/(2rs^(3/2)).

The zero-point energy is divided equally between kinetic and potential energy, as it must be for harmonic oscillators, and the static energy is entirely potential.

Passing to the infinite gas

The proof so far concerns finite N. To use it for the infinite gas, the derivative must survive the limit N → ∞. Convergence of a sequence of functions does not by itself guarantee convergence of their derivatives, but the ground-state energy has a property that supplies what is missing.

For finite N define F_N(r) = r² e_N(r), where r is a value of rs and e_N is the lowest energy per electron at fixed spin numbers. Put c_N = (4πN/3)^(1/3), so that L = c_N a0 r. The variational principle becomes

F_N(r) = min over Φ of [A(Φ) + r B(Φ)],

A(Φ) = ⟨T̃⟩/(N c_N² a0²),

B(Φ) = ⟨Ṽ⟩/(N c_N a0).

For each trial state this is a straight line in r. Let r = (1−s)r₁ + s r₂, with s between 0 and 1. Then

A + rB = (1−s)(A + r₁B) + s(A + r₂B) ≥ (1−s)F_N(r₁) + sF_N(r₂).

Taking the minimum on the left proves that F_N is concave.

Now let Φ be a ground state at r. Its B equals r v_N, since ⟨V⟩ = ⟨Ṽ⟩/L. The same state is a legitimate trial state at r + h and at r − h, with h > 0, so

F_N(r+h) ≤ F_N(r) + h r v_N,

F_N(r−h) ≤ F_N(r) − h r v_N.

Rearranging these inequalities encloses the potential energy:

[F_N(r+h) − F_N(r)]/h ≤ r v_N ≤ [F_N(r) − F_N(r−h)]/h.

Assume that e_N has a limit e for the infinite gas, and let F = r²e. Take N → ∞ first and h → 0 afterwards. If F is differentiable at r, both outer expressions tend to F′(r). Hence r v_N tends to F′(r), which is the formula for v. The formula for t follows from t = e − v.

If a first-order transition makes the slope of F jump, the inequalities still confine r v to the interval between the right and left derivatives. Each phase then has its own one-sided value, and a smooth fit drawn across the transition would conceal the jump.

Concavity also gives a check on a proposed energy curve. Since F′ = rs v, the product rs v cannot increase with rs.

Approximate states and finite bases

The derivation also applies to a variational calculation in a restricted space, provided that the space is fixed in the scaled coordinates x and the energy is stationary within it. T̃ and Ṽ are then replaced by their fixed matrices in that space.

For plane waves, this means retaining the same integer vectors n at every density. With a fixed cutoff in physical kinetic energy, the retained set changes with L, and the proof no longer covers the comparison between different densities. The discrepancy is then a basis error. Likewise, a method whose energy is not stationary with respect to its state may give expectation values that disagree with the slope of its energy.

A cell in which the theorem can be checked

Two electrons with parallel spins provide a small interacting case. Let their total wave vector be K = 2π/L along one axis. This is conserved, so states with other total wave vectors do not mix in. Label the individual wave vectors

k₁ = K/2 + κ,  k₂ = K/2 − κ.

Parallel spins require an antisymmetric spatial state, so κ and −κ describe the same pair apart from a sign. For two electrons, ρ_qρ_{−q} − 2 = 2cos[q·(r₁−r₂)], and the interaction matrix is

V_κκ′ = (4πe²/Ω)[1/|κ−κ′|² − 1/|κ+κ′|²].

The first term is omitted when κ = κ′, because the background removes q = 0. The second term, with its minus sign, comes from exchange of the electrons. The kinetic matrix is diagonal, with entries ħ²(k₁²+k₂²)/(2m).

At rs = 10 the cube has side 20.31 bohr. The lowest state in a basis of 293 pairs has

t = 0.025106 hartree,  v = −0.010517 hartree.

Their combination is

2t + v = 0.050212 − 0.010517 = 0.039695 hartree.

Numerical differentiation of the energy levels gives −rs de/drs = 0.039695 hartree. One side comes from a single eigenvector and the other from eigenvalues at neighbouring densities, so the agreement tests the derivative of the energy level in an interacting state; the powers L⁻² and L⁻¹ enter through the matrix elements themselves. The value is far from zero, so the relation v = −2t fails in this cell. It should not be read as the pressure of the periodic array: the omitted image term is −1.4186 e²/L = −0.0699 hartree per electron in so small a cell, and retaining it in both e and v changes 2t + v to −0.0302 hartree, reversing its sign while leaving the theorem, tc and vc unchanged.

The concavity argument applies within this sector too. The program finds that the second difference of rs² e, using rs = 9, 10 and 11, is −0.00188 hartree when rs is treated as dimensionless. It has the required negative sign.

PART 2. THE KINETIC AND POTENTIAL PARTS OF CORRELATION

Symbols and results carried forward

The energies per electron are e (total), t (kinetic) and v (potential, including the background). The electron density is n = N/Ω, and rs a0 is the radius of a sphere containing one electron on average. For a differentiable energy curve at fixed spin polarization, Part 1 established

t = −d(rs e)/drs,

v = (1/rs) d(rs² e)/drs.

It also showed that rs² e is concave for the ground state. In scaled coordinates, the kinetic operator is proportional to L⁻² and the potential operator to L⁻¹.

What correlation means here

The reference state is the determinant of plane waves that minimizes the kinetic energy at the given spin numbers. In the approach to the infinite gas, cells with filled shells are used, so that this determinant is unique; in the two-electron cell below, uniqueness comes instead from fixing the total wave vector. Let ts be its kinetic energy per electron and ex its potential energy per electron. The latter is exchange energy: the determinant has uniform density, so its mean charge is cancelled by the background. Define

The virial theorem now gives the kinetic and potential energies of the electron gas from its energy curve, and the free determinant has been chosen as the reference for correlation. What remains is to define the correlation energy and its two parts relative to that reference, and to obtain both parts from the correlation energy curve.
